# Exact partition of line-width variance within and between finite segments: a numerical check

```python
"""
Result under test: for a line width w(x) with constant mean and variance sigma^2,
    E[within-segment variance] + Var[segment mean] = sigma^2
for every finite segment length L. The within-segment variance is taken about the
segment's own mean with divisor N (or L); Var[segment mean] is an ensemble variance.
Symbols: sigma = standard deviation of width, xi = correlation length,
C(u) = sigma^2 exp(-|u|/xi) = model covariance, V(L) = variance of segment means.
All lengths are in nm and all variances in nm^2.
"""
from itertools import product
import numpy as np
from scipy.integrate import quad

sigma, xi, L = 1.5, 20.0, 100.0
total = sigma**2


def mean_variance(length):
    """Closed form of V(length) for the exponential covariance."""
    q = xi / length
    return 2 * total * q * (1 - q * (1 - np.exp(-1 / q)))


def within_by_pairs(length):
    """Expected within-segment variance from mean squared width differences."""
    def integrand(t):
        return 2 * (1 - t) * total * (-np.expm1(-t * length / xi))
    return quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def covariance_matrix(length, n):
    x = (np.arange(n) + 0.5) * length / n
    return x, total * np.exp(-np.abs(x[:, None] - x[None, :]) / xi)


def residual_covariance(K):
    """Covariance of the widths after subtraction of the segment mean."""
    n = len(K)
    P = np.eye(n) - np.ones((n, n)) / n
    return P @ K @ P


# ---- Exact enumeration of every path of a three-state width process ----
widths = np.array([18.0, 20.0, 23.0])
T = np.array([[0.7, 0.2, 0.1], [0.3, 0.5, 0.2], [0.1, 0.3, 0.6]])
pi = np.linalg.matrix_power(T, 300)[0]
n_chain = 7


def enumerate_paths(start, matrices):
    paths = np.array(list(product(range(3), repeat=len(matrices) + 1)))
    prob = start[paths[:, 0]].copy()
    for k, M in enumerate(matrices):
        prob *= M[paths[:, k], paths[:, k + 1]]
    return prob, widths[paths]


def variance_of_mean(prob, w):
    m = w.mean(axis=1)
    return prob @ (m - prob @ m)**2


def split(prob, w):
    return prob @ w.var(axis=1), variance_of_mean(prob, w)


dev = widths - pi @ widths
chain_total = pi @ dev**2
prob, w = enumerate_paths(pi, [T] * (n_chain - 1))
chain_within, chain_between = split(prob, w)
assert abs(prob.sum() - 1) < 1e-12
assert abs(chain_within + chain_between - chain_total) < 1e-11
lag = [(pi * dev) @ np.linalg.matrix_power(T, k) @ dev for k in range(n_chain)]
lag_sum = (n_chain * lag[0] + 2 * sum((n_chain - k) * lag[k]
           for k in range(1, n_chain))) / n_chain**2
assert abs(lag_sum - chain_between) < 1e-11

# Same one-point distribution everywhere, but correlations that vary along the line
mixing = [0.1, 0.1, 0.3, 0.6, 1.0, 1.0]
prob, w = enumerate_paths(pi, [(1 - a) * np.eye(3) + a * T for a in mixing])
vary_within, vary_between = split(prob, w)
first3 = variance_of_mean(prob, w[:, :3])
last3 = variance_of_mean(prob, w[:, -3:])
assert abs(vary_within + vary_between - chain_total) < 1e-11
assert first3 - last3 > 0.1

# Non-stationary start: every line begins in the narrowest state
prob, w = enumerate_paths(np.array([1.0, 0.0, 0.0]), [T] * (n_chain - 1))
start_within, start_between = split(prob, w)
local_mean = prob @ w
local_var = prob @ (w - local_mean)**2
assert abs(start_within + start_between - local_var.mean() - local_mean.var()) < 1e-11
assert abs(start_within + start_between - chain_total) > 0.1

# ---- Exponential covariance: quadrature, matrix and spectral roads ----
lengths = [10.0, 20.0, 50.0, 100.0, 200.0, 500.0, 2000.0]
table = []
for length in lengths:
    within, between = within_by_pairs(length), mean_variance(length)
    assert abs(within + between - total) < 1e-8
    table.append((length, within, between, within + between))

x, K = covariance_matrix(L, 1000)
R = residual_covariance(K)
within_matrix = np.trace(R) / len(K)
assert abs(K.mean() - mean_variance(L)) < 1e-5
assert abs(within_matrix - within_by_pairs(L)) < 1e-5


def residual_variance(pos):
    cross = total * xi / L * (2 - np.exp(-pos / xi) - np.exp(-(L - pos) / xi))
    return total - 2 * cross + mean_variance(L)


assert np.max(np.abs(np.diag(R) - residual_variance(x))) < 1e-4
assert residual_variance(0.0) > residual_variance(L / 2)

# Spectrum S(f) = 2 sigma^2 xi / (1 + (2 pi f xi)^2), with 2 pi f xi = tan(theta)
n_theta = 400000
theta = (np.arange(n_theta) + 0.5) * (np.pi / 2) / n_theta
f = np.tan(theta) / (2 * np.pi * xi)
S = 2 * total * xi / (1 + (2 * np.pi * f * xi)**2)
df = (np.pi / 2 / n_theta) / np.cos(theta)**2 / (2 * np.pi * xi)
V_spectral = 2 * np.sum(S * np.sinc(f * L)**2 * df)
within_spectral = 2 * np.sum(S * (1 - np.sinc(f * L)**2) * df)
assert abs(V_spectral - K.mean()) < 1e-5
assert abs(within_spectral - within_matrix) < 1e-5

# Single waves with random phase, averaged directly
phase = 2 * np.pi * np.arange(64) / 64
xs = (np.arange(4000) + 0.5) * L / 4000
waves = []
for freq in (0.002, 0.007, 0.023):
    wave = np.cos(2 * np.pi * freq * xs[None, :] + phase[:, None])
    share_within = wave.var(axis=1).mean() / 0.5
    share_mean = wave.mean(axis=1).var() / 0.5
    assert abs(share_within - (1 - np.sinc(freq * L)**2)) < 1e-5
    assert abs(share_mean - np.sinc(freq * L)**2) < 1e-5
    waves.append((freq, share_within, share_mean))

# Short and long segments
short, long = 0.01 * xi, 1000 * xi
short_ratio = within_by_pairs(short) / (total * short / (3 * xi))
V_long = quad(lambda u: 2 * (long - u) / long**2 * total * np.exp(-u / xi),
              0, 50 * xi, epsabs=1e-13, limit=200)[0]
long_ratio = V_long / (2 * total * xi / long)
assert abs(short_ratio - 1) < 0.004 and abs(long_ratio - 1) < 0.002

# ---- Ten samples per segment, and the effect of the divisor ----
N = 10
spacing = L / N
r = np.exp(-spacing / xi)
V_N = total / N * ((1 + r) / (1 - r) - 2 * r * (1 - r**N) / (N * (1 - r)**2))
_, K_N = covariance_matrix(L, N)
within_N = np.trace(residual_covariance(K_N)) / N
assert abs(V_N - K_N.mean()) < 1e-12
assert abs(V_N + within_N - total) < 1e-12

rng = np.random.default_rng(12345)
n_seg = 200000
sim = np.empty((n_seg, N))
sim[:, 0] = sigma * rng.standard_normal(n_seg)
for k in range(1, N):
    sim[:, k] = r * sim[:, k - 1] + sigma * np.sqrt(1 - r**2) * rng.standard_normal(n_seg)
s2 = sim.var(axis=1)
sim_within, sim_between = s2.mean(), sim.mean(axis=1).var()
se_within = s2.std() / np.sqrt(n_seg)
se_between = V_N * np.sqrt(2 / n_seg)
assert abs(sim_within - within_N) < 5 * se_within
assert abs(sim_between - V_N) < 5 * se_between
sim_sum_unbiased = sim.var(axis=1, ddof=1).mean() + sim_between
sum_unbiased = total + within_N / (N - 1)
assert abs(sim_sum_unbiased - sum_unbiased) < 5 * (se_within * N / (N - 1) + se_between)

# ---- One line cut into M adjoining segments ----
M, per_segment = 5, 200
_, K_line = covariance_matrix(M * L, M * per_segment)
K_means = K_line.reshape(M, per_segment, M, per_segment).mean(axis=(1, 3))
scatter_M = np.trace(residual_covariance(K_means)) / M
line_total = np.trace(residual_covariance(K_line)) / len(K_line)
scatter_M1 = scatter_M * M / (M - 1)
assert abs(scatter_M - (mean_variance(L) - mean_variance(M * L))) < 2e-4
assert abs(line_total - (total - mean_variance(M * L))) < 2e-4
assert abs(scatter_M1 - mean_variance(L)) > 0.01

# ---- Random offset of each whole line ----
tau = 0.5
K_offset = K + tau**2
offset_within = np.trace(residual_covariance(K_offset)) / len(K)
offset_between = K_offset.mean()
assert abs(offset_within - within_matrix) < 1e-9
assert abs(offset_within + offset_between - total - tau**2) < 1e-9

# ---- Output ----
print(f"sigma = {sigma} nm, xi = {xi} nm, L = {L} nm, sigma^2 = {total:.4f} nm^2")
print("L (nm) | E[within] | V(L) | sum (nm^2)")
for length, a, b, c in table:
    print(f"{length:7.0f} | {a:.5f} | {b:.5f} | {c:.5f}")
print(f"L=100 nm: rms within = {np.sqrt(within_by_pairs(L)):.4f} nm, "
      f"std of means = {np.sqrt(mean_variance(L)):.4f} nm")
print(f"spectral road, L=100 nm: within = {within_spectral:.5f}, V = {V_spectral:.5f} nm^2")
print(f"residual variance: end = {residual_variance(0.0):.4f}, "
      f"centre = {residual_variance(L/2):.4f} nm^2")
print("wave frequency (1/nm) | share within | share in means (L=100 nm)")
for freq, a, b in waves:
    print(f"{freq:.3f} | {a:.4f} | {b:.4f}")
print(f"short segment L/xi = {short/xi:.2f}: within / limit law = {short_ratio:.5f}")
print(f"long segment L/xi = {long/xi:.0f}: V / limit law = {long_ratio:.5f}")
print(f"samples per segment N = {N}, spacing = {spacing:.1f} nm, neighbour corr. = {r:.5f}")
print(f"N=10 expected: within = {within_N:.5f}, V_N = {V_N:.5f}, "
      f"sum = {within_N+V_N:.5f} nm^2")
print(f"N=10 simulated ({n_seg} segments): within = {sim_within:.4f}, "
      f"V_N = {sim_between:.4f} nm^2")
print(f"  standard errors: within {se_within:.4f}, V_N {se_between:.4f} nm^2")
print(f"divisor N-1: expected sum = {sum_unbiased:.5f}, "
      f"simulated = {sim_sum_unbiased:.4f} nm^2")
print(f"one line, M = {M} segments: V(ML) = {mean_variance(M*L):.5f} nm^2")
print(f"  scatter of means: divisor M = {scatter_M:.4f}, M-1 = {scatter_M1:.4f} nm^2")
print(f"  expected total variance in the line = {line_total:.4f} nm^2")
print(f"line offset tau = {tau} nm: within = {offset_within:.4f}, "
      f"V = {offset_between:.4f}, sum = {offset_within+offset_between:.4f} nm^2")
print(f"three-state chain, widths {widths.tolist()} nm, {n_chain} samples, "
      f"{3**n_chain} paths")
print(f"  transition matrix rows: {T.tolist()}")
print(f"  stationary probabilities: {np.round(pi, 5).tolist()}")
print(f"  one-point variance = {chain_total:.5f} nm^2")
print(f"  stationary: within = {chain_within:.5f}, V = {chain_between:.5f}, "
      f"sum = {chain_within+chain_between:.5f} nm^2")
print(f"  varying correlations: within = {vary_within:.5f}, V = {vary_between:.5f}, "
      f"sum = {vary_within+vary_between:.5f} nm^2")
print(f"    V of first 3 samples = {first3:.4f}, of last 3 = {last3:.4f} nm^2")
print(f"  narrow start: within = {start_within:.5f}, V = {start_between:.5f}, "
      f"sum = {start_within+start_between:.5f} nm^2")
print(f"    mean local variance = {local_var.mean():.5f}, "
      f"variance of mean profile = {local_mean.var():.5f} nm^2")
print("success")
```

Running it gives:

```
sigma = 1.5 nm, xi = 20.0 nm, L = 100.0 nm, sigma^2 = 2.2500 nm^2
L (nm) | E[within] | V(L) | sum (nm^2)
     10 | 0.33245 | 1.91755 | 2.25000
     20 | 0.59454 | 1.65546 | 2.25000
     50 | 1.11090 | 1.13910 | 2.25000
    100 | 1.52879 | 0.72121 | 2.25000
    200 | 1.84500 | 0.40500 | 2.25000
    500 | 2.07720 | 0.17280 | 2.25000
   2000 | 2.20545 | 0.04455 | 2.25000
L=100 nm: rms within = 1.2364 nm, std of means = 0.8492 nm
spectral road, L=100 nm: within = 1.52879, V = 0.72121 nm^2
residual variance: end = 2.0773, centre = 1.3190 nm^2
wave frequency (1/nm) | share within | share in means (L=100 nm)
0.002 | 0.1249 | 0.8751
0.007 | 0.8647 | 0.1353
0.023 | 0.9875 | 0.0125
short segment L/xi = 0.01: within / limit law = 0.99750
long segment L/xi = 1000: V / limit law = 0.99900
samples per segment N = 10, spacing = 10.0 nm, neighbour corr. = 0.60653
N=10 expected: within = 1.50644, V_N = 0.74356, sum = 2.25000 nm^2
N=10 simulated (200000 segments): within = 1.5054, V_N = 0.7449 nm^2
  standard errors: within 0.0021, V_N 0.0024 nm^2
divisor N-1: expected sum = 2.41738, simulated = 2.4175 nm^2
one line, M = 5 segments: V(ML) = 0.17280 nm^2
  scatter of means: divisor M = 0.5485, M-1 = 0.6856 nm^2
  expected total variance in the line = 2.0772 nm^2
line offset tau = 0.5 nm: within = 1.5288, V = 0.9712, sum = 2.5000 nm^2
three-state chain, widths [18.0, 20.0, 23.0] nm, 7 samples, 2187 paths
  transition matrix rows: [[0.7, 0.2, 0.1], [0.3, 0.5, 0.2], [0.1, 0.3, 0.6]]
  stationary probabilities: [0.41176, 0.32353, 0.26471]
  one-point variance = 4.02855 nm^2
  stationary: within = 2.51466, V = 1.51389, sum = 4.02855 nm^2
  varying correlations: within = 1.60105, V = 2.42750, sum = 4.02855 nm^2
    V of first 3 samples = 3.8657, of last 3 = 2.5712 nm^2
  narrow start: within = 2.41420, V = 1.07414, sum = 3.48833 nm^2
    mean local variance = 3.07028, variance of mean profile = 0.41805 nm^2
success
```
